# Converting Landau Coefficients and Recovering the Curie Constant and Permittivity

## Problem

A uniform, single-domain, uniaxial ferroelectric has the energy density

\[
f(P)=\alpha P^2+\beta P^4-EP,\qquad \alpha=\alpha_0(T-T_0),
\]

with \(\alpha_0>0\) and \(\beta>0\). A phase-field program expects its coefficients in the form

\[
f(P)=\tfrac12 aP^2+\tfrac14 bP^4-EP .
\]

Here \(P\) is the switchable polarization along the polar axis and \(E\) is the macroscopic field along the same axis. All other polarization responds linearly and is described by a constant background permittivity \(\varepsilon_b\), so that the electric displacement is \(D=\varepsilon_0\varepsilon_bE+P\). The coefficients hold at constant temperature and zero stress. SI units are used.

Take \(T_0=900\) K, \(\alpha_0=3.8\times10^5\) J m/(C² K), \(\beta=4.5\times10^8\) J m⁵/C⁴ and \(\varepsilon_b=40\). These are rough values in the regime of lithium tantalate.

(a) Find \(a\) and \(b\).

(b) Find the Curie constant \(C\), defined by \(\varepsilon_r=\varepsilon_b+C/(T-T_0)\) above \(T_0\).

(c) Find the relative permittivity at 950 K and at 850 K, and the spontaneous polarization at 850 K.

(d) Someone enters \(\alpha\) and \(\beta\) in the program as if they were \(a\) and \(b\). Which results change, by what factors, and which quantity fails to reveal the mistake?

(e) How should \(C\) be read from permittivity data, and how large are the main effects that the model omits?

## Solution

### (a) The coefficients

The two expressions must give the same energy for every \(P\). The field term is already the same in both. Subtracting one expression from the other leaves

\[
\left(\alpha-\frac a2\right)P^2+\left(\beta-\frac b4\right)P^4=0 .
\]

A polynomial that vanishes for every \(P\) has vanishing coefficients, so

\[
a=2\alpha,\qquad b=4\beta .
\]

The temperature slope of \(a\) follows from that of \(\alpha\):

\[
a=a_0(T-T_0),\qquad a_0=2\alpha_0 .
\]

The same argument covers further terms: the coefficient of \(P^n/n\) is \(n\) times the coefficient of \(P^n\). A term \(\gamma P^6\), for example, becomes \(cP^6/6\) with \(c=6\gamma\).

For the given material,

\[
a_0=2(3.8\times10^5)=7.6\times10^5\ \text{J m/(C}^2\,\text{K)},
\]
\[
b=4(4.5\times10^8)=1.8\times10^9\ \text{J m}^5/\text{C}^4 .
\]

At 850 K, which is 50 K below \(T_0\), \(\alpha=-1.9\times10^7\) and \(a=-3.8\times10^7\) J m/C². At 950 K, \(a=+3.8\times10^7\) J m/C².

The fractions ½ and ¼ are there to simplify the derivative. In equilibrium \(\partial f/\partial P=0\), which reads

\[
E=2\alpha P+4\beta P^3=aP+bP^3 .
\]

The second form has no numerical factors. Both describe the same material, and no measurable quantity may depend on the choice.

### (b) The Curie constant

The susceptibility of the switchable polarization is \(\chi=(1/\varepsilon_0)\,dP/dE\). Differentiating the equilibrium condition with respect to \(P\) gives its inverse,

\[
\frac1{\varepsilon_0\chi}=\frac{dE}{dP}=2\alpha+12\beta P^2=a+3bP^2 .
\]

This is the curvature of the energy at the equilibrium polarization, and it will be called the stiffness. A flat energy minimum means a soft material and a large permittivity.

Above \(T_0\) and at zero field, the equilibrium condition is \(P(2\alpha+4\beta P^2)=0\). Both terms in the bracket are non-negative and the first is positive, so \(P=0\). The stiffness is then \(2\alpha\), and

\[
\chi=\frac1{2\varepsilon_0\alpha}=\frac{1}{2\varepsilon_0\alpha_0}\,\frac1{T-T_0}.
\]

Since \(D=\varepsilon_0\varepsilon_bE+P\), the relative permittivity is \(\varepsilon_r=\varepsilon_b+\chi\). Comparison with the definition of \(C\) gives

\[
C=\frac1{2\varepsilon_0\alpha_0}=\frac1{\varepsilon_0a_0}.
\]

The factor 2 comes from differentiating \(P^2\). In the second form it has been absorbed into \(a_0\). The expression \(1/(\varepsilon_0\alpha_0)\) mixes the two conventions and is twice too large.

With \(\varepsilon_0=8.854\times10^{-12}\) F/m,

\[
C=\frac{1}{(8.854\times10^{-12})(7.6\times10^5)}=1.486\times10^5\ \text{K}.
\]

The coefficient \(\beta\) does not enter, because the curvature at \(P=0\) contains the quadratic coefficient alone. The formula for \(C\) therefore also holds for a discontinuous transition, where \(\beta<0\) and a positive sixth-order term keeps the energy bounded. It then describes the non-polar phase, and \(T_0\) is the temperature at which that phase would lose its stability, not the transition temperature. The results below \(T_0\) in part (c) do require \(\beta>0\).

### (c) Permittivity and polarization

**At 950 K.** The temperature is 50 K above \(T_0\), so

\[
\chi=\frac{1.486\times10^5}{50}=2972,\qquad \varepsilon_r=40+2972=3012 .
\]

**At 850 K.** Now \(\alpha<0\). The state \(P=0\) has the negative curvature \(2\alpha\) and is unstable. The other solutions of \(P(2\alpha+4\beta P^2)=0\) are the two polar states with

\[
P_s^2=-\frac{\alpha}{2\beta}=-\frac ab .
\]

The two expressions agree because \(a/b=2\alpha/(4\beta)=\alpha/(2\beta)\). Putting \(P_s^2\) into the stiffness gives

\[
2\alpha+12\beta\left(-\frac{\alpha}{2\beta}\right)=2\alpha-6\alpha=-4\alpha=-2a ,
\]

which is positive, as a stable state requires. Since \(-2a=2a_0(T_0-T)\),

\[
\chi=\frac{1}{2\varepsilon_0a_0(T_0-T)}=\frac{C}{2(T_0-T)} .
\]

The numbers are

\[
\chi=\frac{1.486\times10^5}{2\times50}=1486,\qquad \varepsilon_r=40+1486=1526,
\]
\[
P_s=\sqrt{\frac{3.8\times10^7}{1.8\times10^9}}=0.1453\ \text{C/m}^2=14.5\ \mu\text{C/cm}^2 .
\]

At equal distances from \(T_0\), the susceptibility below is half of that above. This factor 2 has nothing to do with notation. It arises because the quartic term stiffens the polar state, and it is the same in both forms of the energy. Reading the slope of \(1/\chi\) below \(T_0\) as if it were \(-1/C\) would give half the true Curie constant.

At \(T=T_0\) the quadratic term vanishes and the zero-field susceptibility diverges. In a finite field it stays finite: \(E=4\beta P^3\) gives \(dP/dE=1/(12\beta P^2)\) with \(P=(E/4\beta)^{1/3}\).

### (d) Unconverted coefficients

If \(\alpha\) and \(\beta\) are entered in place of \(a\) and \(b\), the program works with the energy (at zero field)

\[
\tilde f(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4 .
\]

Because \(P^2/2=(P/\sqrt2)^2\) and \(P^4/4=(P/\sqrt2)^4\), this is

\[
\tilde f(P)=f_0\!\left(\frac{P}{\sqrt2}\right),\qquad f_0(P)=\alpha P^2+\beta P^4 .
\]

The program therefore uses the correct energy curve with its polarization axis stretched by \(\sqrt2\). The consequences follow from this one statement. It holds for the energy with quadratic and quartic terms only. A term \(\gamma P^6\) would have to become \(\gamma P^6/8\) under the stretch but is entered as \(\gamma P^6/6\), so the factors below are then only approximate. With the sixth-order term assumed in part (e), the polarization grows by 1.40 instead of 1.41 and the well depth falls by 1.5 %.

*Polarization.* The minima move outward by \(\sqrt2\). At 850 K the program finds 20.5 instead of 14.5 µC/cm².

*Susceptibility.* Each derivative with respect to \(P\) brings a factor \(1/\sqrt2\), so the curvature is halved and \(\chi\) is doubled. It becomes 5944 at 950 K and 2972 at 850 K. The apparent Curie constant is \(2.97\times10^5\) K, twice the true one.

*Switching field.* A uniform polarization reverses when the opposing field exceeds the largest restoring field on the way from \(P_s\) to zero. The extremum of \(E=2\alpha P+4\beta P^3\) lies where \(2\alpha+12\beta P^2=0\), that is, at \(P_c^2=|\alpha|/(6\beta)\). There

\[
E=P_c\left(-2|\alpha|+4\beta\,\frac{|\alpha|}{6\beta}\right)=-\frac43|\alpha|P_c ,
\]

and its magnitude is

\[
E_c=\frac43|\alpha|\sqrt{\frac{|\alpha|}{6\beta}}=\frac{1}{\sqrt\beta}\left(\frac{2|\alpha|}{3}\right)^{3/2}.
\]

The last step can be confirmed by squaring: both sides give \(8|\alpha|^3/(27\beta)\). At 850 K this is 21.3 kV/cm. A field is one derivative of the energy, so the stretched curve gives a value smaller by \(\sqrt2\), namely 15.0 kV/cm.

*Well depth.* Stretching the horizontal axis leaves the heights unchanged. The correct depth is

\[
f_0(0)-f_0(P_s)=-\alpha P_s^2-\beta P_s^4=\frac{\alpha^2}{2\beta}-\frac{\alpha^2}{4\beta}=\frac{\alpha^2}{4\beta},
\]

or 0.201 J/cm³ at 850 K, and the unconverted coefficients give the same value. Agreement in the well depth therefore cannot show that the conversion was made. Nor can the transition temperature, because \(\alpha/2\) changes sign at the same \(T_0\) as \(\alpha\).

One coincidence deserves attention. The unconverted result at 850 K, 2972, equals the correct result at 950 K. The mistaken factor 2 has cancelled the physical factor ½ between the two sides of the transition. Someone who expected \(C/|T-T_0|\) on both sides would take the wrong number for a confirmation.

A suitable test of an implementation compares both \(P_s\) and \(\chi\) with part (c). The susceptibility alone is not enough. If \(a\) is converted but \(\beta\) is entered for \(b\), the stiffness below \(T_0\) is still \(-2a\), which does not contain \(b\), while \(P_s=\sqrt{-a/b}\) comes out twice too large.

The value of \(P_s\) can be obtained from the relaxation equation that a phase-field program solves. For a uniform state at zero field, with kinetic coefficient \(L\),

\[
\frac{dP}{dt}=-L\,(aP+bP^3).
\]

Explicit time steps with \(L\,\Delta t=0.2/|a|\), started at 5 µC/cm², reach 14.53 µC/cm² within 400 steps at 850 K. Close to the minimum the restoring term is \(2|a|(P-P_s)\), so each step multiplies the remaining deviation by \(1-0.4=0.6\), and convergence is fast.

Domain walls are affected as well. Add a gradient energy \(\tfrac12\kappa(dP/dx)^2\) and neglect depolarizing fields and elastic strain. A wall at rest then obeys \(\kappa P''=aP+bP^3\). For the profile \(P=P_s\tanh(x/w)\),

\[
P''=-\frac{2}{w^2}\left(P-\frac{P^3}{P_s^2}\right).
\]

Matching the terms linear in \(P\) gives \(w=\sqrt{2\kappa/|a|}\). The cubic terms then match too, because \(bP_s^2=|a|\). With \(\kappa\) held fixed, unconverted coefficients halve \(|a|\) and make the wall wider by \(\sqrt2\). A gradient term written as \(g(dP/dx)^2\) needs the same conversion, \(\kappa=2g\). If it too is left unconverted, \(\kappa\) and \(|a|\) are both halved and the width does not change.

### (e) Reading C from data, and what the model omits

**The background.** Above \(T_0\), with \(\tau=T-T_0\), the quantity that is linear in temperature is

\[
\frac{1}{\varepsilon_r-\varepsilon_b}=\frac{\tau}{C}.
\]

The inverse of the full permittivity is curved:

\[
\frac1{\varepsilon_r}=\frac{\tau}{C+\varepsilon_b\tau}\approx\frac{\tau}{C}-\frac{\varepsilon_b\tau^2}{C^2}\qquad(\varepsilon_b\tau\ll C).
\]

Its slope is \(1/C-2\varepsilon_b\tau/C^2\), smaller than \(1/C\), so a straight line gives an apparent Curie constant near \(C+2\varepsilon_b\tau\), with \(\tau\) taken in the middle of the fitted range. For ten evenly spaced temperatures from 910 to 1000 K the middle is \(\tau=55\) K, and the estimated excess is \(2\times40\times55=4400\) K. A least-squares line through the model values of \(1/\varepsilon_r\) gives \(1.530\times10^5\) K, which is 3.0 % above the true \(C\), and puts \(T_0\) 0.6 K too low. The remedy is to subtract \(\varepsilon_b\) first, if it is known, or to fit it together with \(C\) and \(T_0\). The joint fit needs precise data, because \(\varepsilon_b\) is less than 3 % of \(\varepsilon_r\) in this range.

**Clamping.** Below \(T_0\) the crystal carries a spontaneous strain \(QP_s^2\). At frequencies well above its mechanical resonances the strain cannot follow the field. Holding the strain at \(\eta=QP_s^2\) adds the elastic energy \(\tfrac12K(\eta-QP^2)^2\). Its first derivative is \(-2KQP(\eta-QP^2)\). In the second derivative, the term proportional to the bracket vanishes at \(P=P_s\), and \(4KQ^2P_s^2\) remains. With the rough values \(Q=0.02\) m⁴/C² and \(K=250\) GPa, this is 11 % of the stress-free stiffness at 850 K, and \(\chi\) falls by 10 %.

**Adiabatic response.** If the field changes too fast for heat to leave the sample, the temperature follows the polarization. The polarization contributes \(-\partial f/\partial T=-\alpha_0P^2\) to the entropy. With heat capacity \(c_P\) per volume at fixed \(P\), constant entropy requires

\[
c_P\frac{dT}{T}=2\alpha_0P\,dP .
\]

The field \(2\alpha_0(T-T_0)P+4\beta P^3\) then changes by the additional amount \(2\alpha_0P\,dT\), which adds \(4\alpha_0^2P_s^2T/c_P\) to the stiffness. For a rough \(c_P=3\) J/(cm³ K), \(\chi\) at 850 K falls by 4.3 %. The Dulong–Petit value for lithium tantalate, about 3.9 J/(cm³ K), is closer to what is expected at this temperature and gives 3.3 %.

Both additions contain the factor \(P_s^2\) and vanish above \(T_0\) at zero field. As far as these two effects are concerned, that side is the cleaner one for determining \(C\).

**A sixth-order term.** Suppose the energy contains \(cP^6/6\), with \(a\) and \(b\) held fixed and \(c>0\) chosen so that \(cP^5=bP^3\) at 50 µC/cm². This size is an assumption. Equilibrium at 850 K now requires \(a+bP^2+cP^4=0\), a quadratic equation for \(P^2\), and the stiffness is \(a+3bP^2+5cP^4\). Solving for \(P^2\) and inserting it lowers \(\chi\) by 6.8 %.

**Finite field.** A steady field of 1 kV/cm along \(P_s\) raises the polarization and with it the stiffness. The susceptibility for a small additional field falls by 2.6 % at 850 K, but by 0.1 % at 950 K. The difference has a simple origin. Below \(T_0\) the change of \(3bP^2\) is linear in the small induced polarization, while above \(T_0\) it is quadratic.

**Conduction.** A hot crystal also conducts. For an assumed conductivity \(\sigma=10^{-6}\) S/cm at 850 K, conduction and displacement currents are equal at the frequency

\[
\frac{\sigma}{2\pi\varepsilon_0\varepsilon_r}=1.2\ \text{kHz}.
\]

A measurement of the dielectric response at 850 K should be made well above this frequency. The crossover moves with temperature: if the conduction is thermally activated with an assumed energy of 1.0 to 1.3 eV, it lies at 9 to 17 kHz at 1000 K. If the measuring frequency also stays below the mechanical resonances, the adiabatic correction can apply while the clamping correction does not.

**Comparison with the real material.** Lithium tantalate has a transition temperature near 900 K that depends on composition, and a room-temperature polarization of roughly 50 µC/cm². Extrapolated to 300 K, the model gives 50.3 µC/cm², which is no independent success, since \(\beta\) was chosen to suit this regime. It also gives \(\chi=124\), hence \(\varepsilon_r=164\) with the assumed background, whereas the real permittivity along the polar axis at room temperature is roughly 45. The extrapolation is thus too large by a factor of roughly three to four. The extrapolation assumes that the rough inputs, a linear \(\alpha(T)\), a constant \(\beta\), a constant \(\varepsilon_b\) and an energy without higher-order terms all remain adequate over 600 K. The comparison shows that they do not all do so, but not which of them fails. The comparison also suggests that \(\varepsilon_b=40\) is on the high side, since it would account for nearly all of the measured value. The parameters should be used near \(T_0\), and a simulation at room temperature needs coefficients fitted there.

The switching field of 21.3 kV/cm belongs to uniform reversal. Real crystals can reverse in lower fields through nucleation and the motion of domain walls. Wall motion can also add to the measured permittivity below \(T_0\), and non-ferroelectric layers at the electrodes can reduce it. These effects are not estimated here. Very close to \(T_0\), fluctuations of the polarization, which this mean-field energy omits, may also change the response.

With these limits, the answer for the stated parameters is \(a=2\alpha\), \(b=4\beta\) and \(C=1/(2\varepsilon_0\alpha_0)\approx1.49\times10^5\) K, with relative permittivities of about 3010 at 950 K and 1530 at 850 K.
